# Ammonia–borane adduct energy: deformation, counterpoise correction and basis incompleteness

## Problem

Ammonia and borane form a Lewis adduct through the nitrogen lone pair:

$$\mathrm{BH_3+NH_3\rightarrow H_3B\text{–}NH_3}.$$

Find the electronic energy of this reaction, with each reactant in its own relaxed geometry, with and without counterpoise correction in the bases def2-SVP and def2-TZVP. Determine how much of the answer comes from deforming the fragments and what the two bases reveal about basis incompleteness.

The method is closed-shell second-order Møller–Plesset theory (MP2) with the boron and nitrogen 1s orbitals frozen. All structures are relaxed with uncorrected MP2/def2-SVP and kept fixed when the basis is changed. Energies are in hartree, and a negative reaction energy means binding. Vibrational, thermal and solvent contributions are left out, as is correlation beyond MP2.

The relaxed adduct is staggered, with a B–N distance of 3.112 bohr and an N–B–H angle of 104.9°. Free borane is planar, so its corresponding angle is 90°.

## A tempting solution

Cut the adduct into its two fragments without moving any nucleus. To treat the fragments and the adduct evenly, give each fragment the basis functions of its missing partner as well. These ghost functions carry no nuclei and no electrons. Subtracting the two fragment energies from the adduct energy gives

$$-0.0687\ \text{(def2-SVP)},\qquad -0.0700\ \text{(def2-TZVP)}.$$

The values differ by only 0.0013, and the basis imbalance has been treated. It is tempting to conclude that the adduct energy is about $-0.070$.

## Where it fails

The subtraction is a valid calculation of a different quantity. Its reference state contains pyramidal borane and ammonia in the shapes they have inside the adduct. The question asks for relaxed reactants. The energy needed to bring them into those shapes is missing.

Agreement between the bases cannot reveal this fault. A wrong reference state remains wrong in a complete basis, and its energy can converge smoothly to the answer to the wrong question.

## The right energy balance

Let $A$ be borane, $B$ ammonia and $X$ either of them. Write $X$ for the relaxed geometry and $X'$ for the geometry inside the adduct. A superscript $x$ denotes the fragment's own basis, and $ab$ the full adduct basis. The uncorrected adduct energy is

$$\Delta E_{\rm raw}=E_{AB}^{ab}-E_A^a(A)-E_B^b(B).$$

Add and subtract each own-basis energy at the adduct geometry:

$$\Delta E_{\rm raw}=
\underbrace{E_{AB}^{ab}-\sum_X E_X^x(X')}_{E_{\rm int,raw}}
+\underbrace{\sum_X\left[E_X^x(X')-E_X^x(X)\right]}_{E_{\rm def}}.$$

The first term is the interaction between prepared fragments, and the second is the cost of preparing them.

In the adduct calculation each fragment can use functions centred on its partner. In $E_X^x(X')$ it cannot. The counterpoise estimate of this imbalance is

$$\delta=\sum_X\left[E_X^x(X')-E_X^{ab}(X')\right].$$

Replacing the own-basis energies in the interaction by full-basis energies gives

$$\begin{aligned}
E_{\rm int,CP}&=E_{AB}^{ab}-\sum_X E_X^{ab}(X')\\
&=E_{AB}^{ab}-\sum_X E_X^x(X')+\sum_X\left[E_X^x(X')-E_X^{ab}(X')\right]\\
&=E_{\rm int,raw}+\delta.
\end{aligned}$$

The deformation energy stays in the fragment's own basis at both ends, because a relaxed free fragment has no partner position at which ghosts could be placed. Therefore

$$\boxed{\Delta E_{\rm CP}=E_{\rm int,CP}+E_{\rm def}=\Delta E_{\rm raw}+\delta.}$$

The tempting solution stopped at $E_{\rm int,CP}$. The two would agree if the fragments were rigid, for then $E_{\rm def}=0$. In a complete basis $\delta=0$, since ghosts add nothing new, but $E_{\rm def}$ survives.

## Why ghost functions lower the energy

At the Hartree–Fock level the sign of $\delta$ follows from the variational principle. The determinant found in the fragment's own basis is still available in the full basis, so the minimum there cannot be higher.

The size of the lowering can be found for small orbital changes. Let $i,j$ label occupied orbitals of the own-basis solution and $a,b$ orthonormal virtual orbitals of the full basis, all real. To second order, a rotation with amplitudes $\kappa_{ia}$ that keeps the occupied orbitals orthonormal is

$$|i'\rangle=|i\rangle+\sum_a\kappa_{ia}|a\rangle-\tfrac12\sum_j(\kappa\kappa^T)_{ij}|j\rangle.$$

The projector $P=\sum_i|i'\rangle\langle i'|$ then changes by $P_1+P_2$, where

$$P_1=\sum_{ia}\kappa_{ia}\left(|i\rangle\langle a|+|a\rangle\langle i|\right),$$

$$P_2=\sum_{ab}(\kappa^T\kappa)_{ab}|a\rangle\langle b|-\sum_{ij}(\kappa\kappa^T)_{ij}|i\rangle\langle j|.$$

Apart from the nuclear repulsion, the closed-shell energy is $2\,{\rm Tr}\,hP+{\rm Tr}\,PG(P)$. Here $h$ is the one-electron Hamiltonian and $G(P)_{pq}=\sum_{rs}P_{rs}[2(pq|rs)-(pr|qs)]$. With the starting Fock matrix $F=h+G(P_0)$, the expansion is

$$E=E_0+2\,{\rm Tr}\,F(P_1+P_2)+{\rm Tr}\,P_1G(P_1)+O(\kappa^3).$$

The three contributions are

$$2\,{\rm Tr}\,FP_1=4\sum_{ia}F_{ia}\kappa_{ia},$$

$$2\,{\rm Tr}\,FP_2=2\sum_{ijab}\kappa_{ia}\left(F_{ab}\delta_{ij}-F_{ij}\delta_{ab}\right)\kappa_{jb},$$

$${\rm Tr}\,P_1G(P_1)=2\sum_{ijab}\kappa_{ia}\left[4(ia|jb)-(ib|ja)-(ij|ab)\right]\kappa_{jb}.$$

In the last line each factor $P_1$ has an $ia$ and an $ai$ element. The four combinations give $8(ia|jb)$ from the Coulomb part and two copies of each exchange integral.

With $g_{ia}=F_{ia}$ and

$$M_{ia,jb}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+4(ia|jb)-(ib|ja)-(ij|ab),$$

the energy is $E_0+4g\cdot\kappa+2\kappa\cdot M\kappa$. If $M$ is positive definite, the minimum satisfies $4g+4M\kappa=0$, so $\kappa=-M^{-1}g$. Substitution gives

$$E_{\min}-E_0=-4g\cdot M^{-1}g+2g\cdot M^{-1}g=-2g\cdot M^{-1}g.$$

For virtual orbitals inside the fragment's own basis, $F_{ia}=0$, because the own-basis solution is already stationary. The driving term $g$ therefore comes from the added ghost functions. The lowering is a repair of the fragment's orbitals and not an attraction to the partner, which has neither nuclei nor electrons in this calculation.

In def2-SVP the formula gives 0.00595 for ammonia, against 0.00587 from the full Hartree–Fock calculation, a difference of about 1%. For borane both values are 0.00033. The formula omits cubic and higher terms, so it can fail when the ghosts change the orbitals strongly.

MP2 correlation energies have no corresponding variational guarantee. Their contribution to $\delta$ has to be calculated, and here it is positive in both bases.

## The numbers

In def2-SVP,

$$\begin{aligned}
E_{\rm def}&=0.02189+0.00044=0.02233,\\
\Delta E_{\rm raw}&=-0.08202+0.02233=-0.05969,\\
\Delta E_{\rm CP}&=-0.05969+0.01333=-0.04636.
\end{aligned}$$

In def2-TZVP,

$$\begin{aligned}
E_{\rm def}&=0.02192-0.00006=0.02186,\\
\Delta E_{\rm raw}&=-0.07502+0.02186=-0.05316,\\
\Delta E_{\rm CP}&=-0.05316+0.00498=-0.04818.
\end{aligned}$$

In each sum for $E_{\rm def}$ borane comes first and ammonia second. The final adduct energies are:

| Basis | Raw, kJ/mol | Counterpoise, kJ/mol |
|---|---:|---:|
| def2-SVP | −157 | −122 |
| def2-TZVP | −140 | −126 |

The raw balance was tested without cutting the adduct. A single def2-SVP calculation with the relaxed fragments 200 bohr apart supplies the reactant energy and again gives $-0.05969$. Using the deformed fragments at the same separation reproduces $E_{\rm def}=0.02233$.

## Reading the deformation energy

Omitting deformation makes the corrected def2-TZVP binding too strong by $0.02186/0.04818$, or 45% of the corrected adduct energy. This is larger than the counterpoise correction in either basis.

Nearly all of the cost belongs to borane. Bending it to the adduct angle while keeping its free bond length costs 0.02159 in def2-SVP, against 0.02189 for its complete deformation. The loss of planarity therefore dominates, and bond stretching adds little.

The ammonia term is slightly negative in def2-TZVP. This does not mean that a relaxed molecule gains energy by being deformed. The "relaxed" geometry is a minimum of the def2-SVP surface, and the larger basis has a slightly different minimum. Such a small term can change sign when geometries are carried from one basis to another.

## Reading the basis error

Enlarging the basis reduces $\delta$ from 0.01333 to 0.00498. Ammonia accounts for 0.01206 of the first value and 0.00431 of the second. A plausible reason is that its lone pair is poorly described by the small nitrogen basis and gains from any extra functions nearby, but this assignment to one orbital is a conjecture.

The two parts of $\delta$ shrink at different rates. The Hartree–Fock part falls from 0.00621 to 0.00126, about a factor of five. The correlation part falls from 0.00713 to 0.00373, about a factor of two, and is the larger part of what remains.

The raw and corrected energies move in opposite directions:

$$\Delta E_{\rm raw}:\ +0.0065,\qquad \Delta E_{\rm CP}:\ -0.0018.$$

Raw binding becomes weaker because the artificial stabilization shrinks. Corrected binding becomes stronger, which shows that counterpoise has not removed all basis incompleteness. It addresses the unequal bases of adduct and fragments. It cannot supply functions that are missing from the full adduct basis itself.

The small change in $\Delta E_{\rm CP}$ also hides a cancellation. Its Hartree–Fock part moves from $-0.03458$ to $-0.03287$, a change of $+0.0017$. The correlation part is the remainder:

$$-0.04636+0.03458=-0.01178,\qquad
-0.04818+0.03287=-0.01531.$$

It changes by $-0.0035$, about twice the net change. The near agreement of the two corrected totals therefore understates how far the correlation part still moves, while the Hartree–Fock part moves by about as much as the total, in the opposite direction.

Raw and corrected energies must meet in a complete basis, where $\delta=0$. It would be natural to expect the limit between the two def2-TZVP values, but two bases do not prove that the observed trends continue. They also do not settle which value is closer to the limit. A larger basis at the same geometries would be needed for that. Relaxing the geometries in that basis is a separate refinement that changes the quantity itself.

At this level the answer is $-0.053$ without counterpoise correction and $-0.048$ with it, both from def2-TZVP. Their difference of 0.005 measures the estimated imbalance and is not a bound on the total error. The remaining digits and the separate fragment terms are in the numerical output.

## Numbers as computed

```
MP2, frozen B and N 1s; geometries: MP2/def2-SVP
adduct B-N, B-H, N-H: 3.1122, 2.3062, 1.9289 bohr
adduct angles N-B-H, B-N-H: 104.86, 111.23 degree
free BH3: B-H 2.2692 bohr, axis-B-H angle 90.00 degree
free NH3: N-H 1.9259 bohr, axis-N-H angle 113.70 degree
largest analytic gradient component: 1.0e-04 hartree/bohr
eclipsed minus staggered: 0.004172 hartree
--- def2-svp: 58 adduct basis functions; hartree ---
total energy adduct: -82.857921
total energies free BH3, NH3: -26.462858, -56.335368
interaction raw, CP: -0.082023, -0.068691
deformation BH3, NH3, sum: 0.021887, 0.000442, 0.022328
CP correction BH3, NH3, sum: 0.001277, 0.012055, 0.013332
CP correction HF part, correlation part: 0.006206, 0.007126
adduct energy HF part raw, CP: -0.040786, -0.034581
adduct energy MP2 raw, CP: -0.059694, -0.046362
adduct energy MP2 raw, CP: -156.7, -121.7 kJ/mol
--- def2-tzvp: 98 adduct basis functions; hartree ---
total energy adduct: -83.002590
total energies free BH3, NH3: -26.505975, -56.443458
interaction raw, CP: -0.075019, -0.070037
deformation BH3, NH3, sum: 0.021922, -0.000060, 0.021862
CP correction BH3, NH3, sum: 0.000668, 0.004313, 0.004981
CP correction HF part, correlation part: 0.001255, 0.003726
adduct energy HF part raw, CP: -0.034120, -0.032865
adduct energy MP2 raw, CP: -0.053157, -0.048176
adduct energy MP2 raw, CP: -139.6, -126.5 kJ/mol
--- changes, def2-TZVP minus def2-SVP; hartree ---
adduct energy raw: 0.006537
adduct energy CP: -0.001813
interaction CP: -0.001346
deformation: -0.000467
--- checks in def2-SVP; hartree ---
adduct energy from 200 bohr separation: -0.059694
deformation from 200 bohr separation: 0.022328
BH3 bending at free bond length: 0.021591
BH3 HF ghost lowering, full and second-order: 0.000333, 0.000333
NH3 HF ghost lowering, full and second-order: 0.005872, 0.005946
```
